# Surface heating of a thick solid by a constant absorbed flux

Q: A laser pulse heats a wafer at constant absorbed power. If I double the pulse time, I double the energy. Why should the surface temperature rise not double as well?

A: It would if the heated layer kept the same thickness. During the longer pulse, however, heat also travels deeper, so the energy is shared by more material. To see how much more, we need the heat balance.

Let the solid fill $x>0$ and start at uniform temperature $T_0$. From $t=0$ its surface absorbs a flux $F$, in power per area, constant in time and uniform across the surface. Write $\theta(x,t)=T-T_0$ for the rise, $k$ for the conductivity and $C$ for the heat capacity per volume, both taken as constant for now. Fourier's law gives the heat flux towards larger $x$:

$$q=-k\,\frac{\partial\theta}{\partial x}.$$

A layer between $x$ and $x+dx$ gains heat at the rate $q(x)-q(x+dx)=-(\partial q/\partial x)\,dx$ per area. This equals $C(\partial\theta/\partial t)\,dx$, so

$$C\frac{\partial\theta}{\partial t}=-\frac{\partial q}{\partial x}
\quad\Rightarrow\quad
\frac{\partial\theta}{\partial t}=D\frac{\partial^2\theta}{\partial x^2},\qquad D=\frac{k}{C}.$$

The conditions are $\theta(x,0)=0$, $q(0,t)=F$ and $\theta\to0$ at great depth. The last one says that the solid is thermally thick. These equations hold in any coherent units; I shall use W, cm, s and K, with lengths quoted in µm and times in µs.

Q: Can you tell the time dependence without solving the equation?

A: Yes. The problem is linear, so consider $\theta k/F$. It obeys the same diffusion equation, and its slope at the surface is $-1$. Neither $F$ nor $k$ is left in its problem, only $D$, $x$ and $t$. It has the dimension of length, and the only independent lengths available are $x$ and $\sqrt{Dt}$. Hence

$$\theta(x,t)=\frac{F\sqrt{Dt}}{k}\;g\!\left(\frac{x}{\sqrt{Dt}}\right).$$

At $x=0$ the function $g$ is a pure number, so the surface rise is proportional to $\sqrt t$. The argument would fail if another length entered, such as a wafer thickness, a spot radius or an absorption depth.

Q: That leaves the number $g(0)$. How do you find it?

A: The flux is easier to find than the temperature, because its surface value is constant. Differentiating Fourier's law in time and using the heat balance,

$$\frac{\partial q}{\partial t}=-k\frac{\partial}{\partial x}\frac{\partial\theta}{\partial t}
=\frac{k}{C}\frac{\partial^2q}{\partial x^2}=D\frac{\partial^2q}{\partial x^2}.$$

The scaling form gives $q=-F\,g'(x/\sqrt{Dt})$, so $q/F$ depends on one variable. Choose $\eta=x/(2\sqrt{Dt})$ and write $q=F\,u(\eta)$. Since $\partial\eta/\partial t=-\eta/(2t)$ and $\partial\eta/\partial x=1/(2\sqrt{Dt})$,

$$-\frac{\eta}{2t}\,u'=D\,\frac{u''}{4Dt}\quad\Rightarrow\quad u''+2\eta u'=0.$$

Thus $u'=A e^{-\eta^2}$. With $u(0)=1$ and $u(\infty)=0$, integration over all $\eta$ gives $-1=A\sqrt\pi/2$, so $A=-2/\sqrt\pi$ and

$$q=F\left[1-\frac{2}{\sqrt\pi}\int_0^\eta e^{-s^2}ds\right]=F\,\mathrm{erfc}(\eta).$$

Now integrate $\partial\theta/\partial x=-q/k$ from $x$ to infinity, where $\theta=0$. With $dx=2\sqrt{Dt}\,ds$,

$$\theta=\frac1k\int_x^\infty q\,dx'=\frac{2F\sqrt{Dt}}{k}\int_\eta^\infty\mathrm{erfc}(s)\,ds.$$

Integrating by parts, with $\mathrm{erfc}'(s)=-2e^{-s^2}/\sqrt\pi$,

$$\int_\eta^\infty\mathrm{erfc}(s)\,ds=-\eta\,\mathrm{erfc}(\eta)+\frac{2}{\sqrt\pi}\int_\eta^\infty s\,e^{-s^2}ds
=\frac{e^{-\eta^2}}{\sqrt\pi}-\eta\,\mathrm{erfc}(\eta)\equiv\mathrm{ierfc}(\eta).$$

At the surface $\mathrm{ierfc}(0)=1/\sqrt\pi$. Since $D/k^2=1/(kC)$,

$$\boxed{\Delta T(t)\equiv\theta(0,t)=\frac{2F}{k}\sqrt{\frac{Dt}{\pi}}=2F\sqrt{\frac{t}{\pi kC}}}$$

It is the rise above $T_0$, not the absolute temperature, that follows $\sqrt t$.

Q: Does this account for all the energy? And could another solution satisfy the same conditions?

A: For the energy, integrate the stored heat over depth:

$$\int_0^\infty C\theta\,dx=C\,\frac{2F\sqrt{Dt}}{k}\,2\sqrt{Dt}\int_0^\infty\mathrm{ierfc}(\eta)\,d\eta
=4Ft\int_0^\infty\mathrm{ierfc}(\eta)\,d\eta,$$

because $CD/k=1$. Exchanging the order of the two integrations and then integrating by parts,

$$\int_0^\infty\!d\eta\int_\eta^\infty\!\mathrm{erfc}(s)\,ds=\int_0^\infty\! s\,\mathrm{erfc}(s)\,ds
=\frac1{\sqrt\pi}\int_0^\infty\! s^2e^{-s^2}ds=\frac14.$$

The stored heat is $Ft$, as it must be. This also answers your first question: the energy grows as $t$, the heated depth as $\sqrt t$, and the temperature as their ratio.

For uniqueness, let $w$ be the difference of two solutions. It starts at zero, has zero slope at the surface and vanishes at depth, so

$$\frac{d}{dt}\int_0^\infty w^2dx=2D\int_0^\infty w\frac{\partial^2w}{\partial x^2}dx
=-2D\int_0^\infty\left(\frac{\partial w}{\partial x}\right)^2dx\le0.$$

An integral that starts at zero, cannot be negative and cannot grow stays zero. Hence $w=0$.

Q: Put in numbers for a real process.

A: Take sub-melt annealing of a preheated silicon wafer, with rough typical properties: $T_0=700$ K, $F=40$ kW/cm², pulse time $t_p=200$ µs, $k=0.30$ W/(cm K) near 1000 K, density 2.3 g/cm³ and specific heat 0.9 J/(g K). Then

$$C=2.3\times0.9=2.07\ \mathrm{J/(cm^3\,K)},\qquad D=\frac{0.30}{2.07}=0.1449\ \mathrm{cm^2/s},$$

$$\sqrt{Dt_p}=\sqrt{0.1449\times2\times10^{-4}}\ \mathrm{cm}=53.8\ \text{µm},$$

$$\Delta T=\frac{2\times(4\times10^4)\times(5.38\times10^{-3})}{0.30\,\sqrt\pi}\ \mathrm K\approx810\ \mathrm K.$$

The simple law therefore puts the peak at 1510 K, for an absorbed energy of 8.00 J/cm². At the end of the pulse the rise is 312 K at a depth of 50 µm, 90 K at 100 µm and 3 K at 200 µm.

The rise is 405 K at 50 µs and 810 K at 200 µs: four times the pulse time for twice the rise, at fixed flux. A direct numerical solution of the layer-by-layer heat balance, with the same constant properties, gives the same two values, and a fit to its surface rise between 2 and 200 µs gives the exponent 0.5000.

If the rise is held fixed instead, the flux must scale as $t_p^{-1/2}$ and the energy per area $Ft_p$ as $t_p^{1/2}$. Within this model, a shorter pulse reaches the same peak with less energy.

Q: What happens when the laser switches off?

A: The equation is linear, so switching off at $t_p$ is the same as adding a flux $-F$ from $t_p$ onwards:

$$\Delta T(t)=\frac{2F}{k}\sqrt{\frac D\pi}\left[\sqrt t-\sqrt{t-t_p}\right],\qquad t>t_p.$$

To find when the rise has halved, put $v=t/t_p$ and require $\sqrt v-\sqrt{v-1}=\tfrac12$. The product $(\sqrt v-\sqrt{v-1})(\sqrt v+\sqrt{v-1})$ equals 1, so the sum of the roots is 2. Adding the two relations gives $\sqrt v=\tfrac54$ and $v=\tfrac{25}{16}$. The delay after the pulse is $\tfrac{9}{16}t_p=112.5$ µs here, and the numerical solution gives a rise of 405 K at that moment.

Much later, the bracket is $t_p/(\sqrt t+\sqrt{t-t_p})\approx t_p/(2\sqrt t)$, and

$$\Delta T\approx\frac{Ft_p}{\sqrt{\pi kCt}}.$$

For given material properties, the surface rise at a given late time then depends, to leading order, on the total energy $Ft_p$ but not on the pulse length separately. This holds only as long as the heat has not reached the back of the wafer.

Q: A wafer is not infinitely thick. When does its back face matter?

A: Suppose the back face, at depth $L$, is insulated. Replace the slab by an infinite solid with plane sources of strength $2F$ at $x=0,\pm2L,\pm4L,\dots$ The sources lie symmetrically about $x=L$, so no net heat crosses that plane. They are also symmetric about $x=0$, where the other sources cancel in pairs and the source in the plane itself sends $F$ to each side. A source at distance $y$ contributes $(2F\sqrt{Dt}/k)\,\mathrm{ierfc}(y/2\sqrt{Dt})$, so at the front face

$$\Delta T=\frac{2F\sqrt{Dt}}{k}\left[\frac1{\sqrt\pi}+2\sum_{n=1}^\infty\mathrm{ierfc}\!\left(\frac{nL}{\sqrt{Dt}}\right)\right].$$

For $L\ll\sqrt{Dt}$ the bracket becomes a sum with fine spacing $L/\sqrt{Dt}$. To leading order it is $2(\sqrt{Dt}/L)\int_0^\infty\mathrm{ierfc}(s)\,ds=\sqrt{Dt}/(2L)$, and $\Delta T\approx Ft/(CL)$. This is the linear law you expected at the start: the slab has no deeper material left to heat.

For a 775 µm wafer the back face raises the result by 1% only when the pulse reaches 13.2 ms. A slab 60 µm thick, close to the diffusion length, would already reach a rise of 911 K after 200 µs instead of 810 K.

Q: And a beam of finite width?

A: Consider the centre of a uniform spot of radius $a$. In one dimension the spreading Gaussian $G=e^{-x^2/4Ds}/\sqrt{4\pi Ds}$ satisfies

$$\frac{\partial G}{\partial s}=\left(\frac{x^2}{4Ds^2}-\frac1{2s}\right)G=D\frac{\partial^2G}{\partial x^2}$$

and has unit area. The product of three such Gaussians describes heat released at a point. At a surface that loses no heat the result is doubled, since all the heat enters one half-space. Energy $F\,ds$ per area, deposited over the disk a time $s$ ago, therefore warms the centre by

$$\frac{2F\,ds}{C(4\pi Ds)^{3/2}}\int_0^a e^{-r^2/4Ds}\,2\pi r\,dr
=\frac{F\,ds}{C\sqrt{\pi Ds}}\left(1-e^{-a^2/4Ds}\right).$$

The first term, summed over $s$ from 0 to $t$, is the wide-beam surface rise. The second is what a wide beam would produce at depth $a$, because a plane deposit $F\,ds$ gives $F\,ds\,e^{-x^2/4Ds}/(C\sqrt{\pi Ds})$ at depth $x$. Hence

$$\Delta T_{\rm spot}=\theta(0,t)-\theta(a,t)=\frac{2F\sqrt{Dt}}{k}\left[\frac1{\sqrt\pi}-\mathrm{ierfc}\!\left(\frac{a}{2\sqrt{Dt}}\right)\right].$$

The depth profile can thus be read as a table of spot corrections. At 200 µs a spot of radius 100 µm loses 90 K at its centre, and one of radius 50 µm loses 312 K. The example uses a radius of 2000 µm, for which the loss in a thick solid would reach 1% at a pulse of 26.8 ms; in the 775 µm wafer the back face matters sooner. For $a\ll\sqrt{Dt}$, $\mathrm{ierfc}(z)\approx1/\sqrt\pi-z$, and the rise saturates at $Fa/k$.

Q: You deposit all the light exactly at the surface. Light penetrates.

A: Let the heat source be $(F/\delta)e^{-x/\delta}$, with absorption depth $\delta$. Heat deposited at depth $y$ a time $s$ ago reaches the surface through the same plane response, so the surface warms at the rate

$$\frac{F}{C\delta}\int_0^\infty\frac{e^{-y/\delta-y^2/4Ds}}{\sqrt{\pi Ds}}\,dy=\frac{F}{C\delta}\,e^{p^2}\mathrm{erfc}(p),\qquad p=\frac{\sqrt{Ds}}{\delta}.$$

The integral follows by completing the square, $y/\delta+y^2/4Ds=(y/2\sqrt{Ds}+p)^2-p^2$. Now sum over $s$, with $ds=2p\,\delta^2dp/D$, $CD=k$ and $z=\sqrt{Dt}/\delta$, and integrate by parts:

$$\Delta T=\frac{F\delta}{k}\int_0^z2p\,e^{p^2}\mathrm{erfc}(p)\,dp
=\frac{F\delta}{k}\left[e^{z^2}\mathrm{erfc}(z)-1+\frac{2z}{\sqrt\pi}\right].$$

The last term is the simple law. The others lower it by $(F\delta/k)[1-e^{z^2}\mathrm{erfc}(z)]$, which tends to the constant $F\delta/k$ at late times. For $t\ll\delta^2/D$ the warming rate is $F/(C\delta)$ and the rise is linear in time.

With a rough $\delta=5$ µm, $\delta^2/D$ is 1.72 µs, so the pulse is long in this sense. The offset still costs 63 K at 200 µs, or 8% of the rise. Here $\delta$ is the depth at which heat is released. In silicon this can somewhat exceed the optical absorption depth, mainly early in the pulse, because photocarriers diffuse before they recombine and give up the gap energy.

Q: Silicon conducts worse when hot. Does the square root survive?

A: Not as an exact law. With $k(T)$ the equation is no longer linear, so $F$ cannot be divided out and the rise need not follow $\sqrt t$ at fixed flux. Part of the scaling survives: stretching depth by a factor $\lambda$ and time by $\lambda^2$, while dividing the flux by $\lambda$, leaves the heat balance unchanged. With surface heating of a thick solid, the surface rise therefore depends on $F$ and $t$ only through $F\sqrt t$, for a given starting temperature. Take the rough form $k\propto T^{-1.2}$, fixed to 0.30 W/(cm K) at 1000 K. It falls from 0.460 W/(cm K) at 700 K to 0.183 W/(cm K) at 1510 K. The measured conductivity of silicon levels off towards the hot end, so this form exaggerates the effect and serves only to illustrate it. With this form the numerical solution gives a rise 93 K larger than the constant-$k$ value; with tabulated conductivities (about 0.52, 0.31 and 0.23 W/(cm K) at 700, 1000 and 1500 K) the excess is only about 30 K. That difference depends on the reference: with $k$ held at its starting value, the simple law would give $810\sqrt{0.30/0.460}\approx654$ K and miss by far more.

Radiation is small. Even a black surface held at 1510 K would emit $7.4\times10^{-4}$ of the absorbed flux, so the rise is lowered by less than that fraction; the computed loss, with constant $k$, is 0.4 K. A heat capacity 10% larger would lower the rise by 38 K, through $C^{-1/2}$.

Q: Then the corrections add to $-63+93-0.4\approx+30$ K?

A: They do not add. With absorption depth, varying conductivity and radiation together, the rise is 801 K, which is 9 K below the simple law. For a fixed absorption depth, the offset grows as the conductivity falls. Late in the pulse the thin absorbing layer stores little of the heat, so the flux at depth $x$ near the surface is about $F(1-e^{-x/\delta})$ instead of $F$. The temperature gradient is then smaller by $(F/k)e^{-x/\delta}$, which integrates over depth to $F\delta/k$, with $k$ taken near the hot surface. With $k=0.183$ W/(cm K) this is $20/0.183\approx109$ K, instead of $20/0.30\approx67$ K. The computed rises agree roughly: with varying conductivity alone the rise is $810+93=903$ K, and absorption depth and radiation together lower it by 102 K. In real silicon the absorption depth usually shrinks as the wafer heats. If 5 µm is its value early in the pulse, the offset is smaller and the peak higher than in this calculation; if 5 µm is reached only near the peak, the light goes deeper for most of the pulse and the peak is lower.

The close agreement of the peaks, 1501 K and 1510 K, is thus a cancellation for these inputs. It rests on the rough form of $k(T)$: with tabulated conductivity and a heat capacity that rises with temperature, the combined rise is only about 740 K. The time dependence also shows the cancellation: between 100 and 200 µs the combined rise has an effective exponent of 0.663. The offset explains part of this. Subtracting 63 K from the simple-law values 573 K and 810 K gives a ratio $747/510=1.46$, or an exponent of about 0.55. Since radiation is negligible, the rest comes from the falling conductivity, including its effect on the offset.

Q: How far would you trust this for an actual annealing tool?

A: As a rough first estimate of the peak, to be checked with measured conductivity and absorption depth over the temperatures reached. The wide spot of the example needs much power: it absorbs $\pi(0.2)^2\times40\approx5$ kW. A much narrower beam would break the wide-beam assumption, as the losses of 90 K and 312 K for fixed round spots of radius 100 and 50 µm show. Many tools scan a line beam instead, which loses less: about 40 K and 110 K at the peak for lines 200 and 100 µm wide with a dwell time of 200 µs and constant properties. Patterned wafers also absorb unevenly. Where a wide region absorbs 10% more, the simple law gives 81 K more, already over 40% of the 189 K that separates the combined peak from melting at 1690 K. In the combined calculation the falling conductivity raises this increase to about 100 K. With tabulated $k(T)$ and $C(T)$ the increase is back near 81 K and the margin is about 250 K. Both depend on the material data, so the simple law should not be used to judge the margin to melting. Changes of reflectivity during the pulse enter through $F$, while thermal stress and slip lie outside the model.

To choose a pulse time, I would use the square root when $\delta\ll\sqrt{Dt_p}\ll L,a$ and both $k$ and $C$ change little over the temperature range. Here $L$ and $a$ are large enough, but $\delta$ is about a tenth of $\sqrt{Dt_p}$, which already costs 8% of the rise, and $k$ falls by more than a factor of two. The effect of a change of pulse time should therefore be computed with both $k(T)$ and the absorption depth, including its change with temperature.

## Computed results

```
INPUTS (rough values for hot silicon)
start temperature: 700 K
absorbed flux: 40 kW/cm2
pulse time: 200 us
conductivity: 0.30 W/(cm K) at 1000 K
density: 2.3 g/cm3
specific heat: 0.9 J/(g K)
wafer thickness: 775 um
spot radius: 2000 um
absorption depth: 5 um
conductivity exponent: -1.2
melting point: 1690 K
SIMPLE LAW
heat capacity per volume: 2.07 J/(cm3 K)
diffusivity: 0.1449 cm2/s
diffusion length sqrt(D t): 53.8 um
absorbed energy: 8.00 J/cm2
stored heat from profile: 8.00 J/cm2
rise at 25 us: formula 286.4 K, numerical 286.4 K
rise at 50 us: formula 405.0 K, numerical 405.0 K
rise at 100 us: formula 572.8 K, numerical 572.8 K
rise at 200 us: formula 810.0 K, numerical 810.0 K
fitted time exponent, numerical: 0.5000
peak temperature: 1510 K
rise at depth 50 um, pulse end: 312.0 K
rise at depth 100 um, pulse end: 89.8 K
rise at depth 200 um, pulse end: 2.7 K
half-rise delay after pulse: 112.5 us
numerical rise at that delay: 405.0 K
NEGLECTED EFFECTS (change of rise at pulse end)
absorption depth, formula: -63.2 K
absorption depth, numerical: -63.2 K
absorption time depth^2/D: 1.72 us
conductivity at start: 0.460 W/(cm K)
conductivity at simple-law peak: 0.183 W/(cm K)
varying conductivity: +93.2 K
radiation: -0.40 K
radiated/absorbed flux at peak, bound: 7.4e-04
heat capacity 10 percent larger: -37.7 K
thickness adds 1 percent at pulse: 13.2 ms
spot size removes 1 percent at pulse: 26.8 ms
60 um slab, rise: formula 910.7 K, numerical 910.8 K
COMBINED: depth, varying conductivity, radiation
combined rise: 800.7 K
combined peak temperature: 1501 K
combined margin to melting: 189 K
combined exponent, 100 to 200 us: 0.663
```
